# Fine-Structure Constant from Atomic Recoil: Uncertainties and Electron-Binding Corrections: a numerical check

```python
# Result under test: alpha^2 = (2 R_inf/c) (A_X/A_e) (h/M)
#   alpha: fine-structure constant, R_inf: Rydberg constant (fixed nucleus),
#   A_X, A_e: relative atomic masses of the neutral atom X and of the electron,
#   h/M: Planck constant over atomic mass, obtained from photon recoil.
# Also tested: error propagation for two atoms, and the electron-binding
# corrections needed when A_X and A_e are derived from trapped ions.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto, scf, cc

h, c, e, hbar, m_e, m_u = sc.h, sc.c, sc.e, sc.hbar, sc.m_e, sc.atomic_mass
table = sc.physical_constants
alpha_ref = sc.fine_structure
R_inf, _, u_R_abs = table['Rydberg constant']
A_e, _, u_Ae_abs = table['electron mass in u']
u_R, u_Ae = u_R_abs / R_inf, u_Ae_abs / A_e
hartree_eV = table['Hartree energy in eV'][0]
mu_eV = table['atomic mass constant energy equivalent in MeV'][0] * 1e6


def alpha_from_recoil(rydberg, A_atom, A_electron, h_over_M):
    return np.sqrt(2 * rydberg / c * A_atom / A_electron * h_over_M)


# ---- Rydberg energy from the radial Schroedinger equation, fixed nucleus ----
n_grid, r_max = 6000, 1.2e-9
dr = r_max / (n_grid + 1)
r = dr * np.arange(1, n_grid + 1)
kin = hbar**2 / (2 * m_e * dr**2) / e
coul = e / (4 * np.pi * sc.epsilon_0 * r)
E_ground = eigh_tridiagonal(2 * kin - coul, -kin * np.ones(n_grid - 1),
                            eigvals_only=True, select='i',
                            select_range=(0, 0))[0]
R_numeric = -E_ground * e / (h * c)
assert abs(R_numeric / (alpha_ref**2 * m_e * c / (2 * h)) - 1) < 2e-5
assert abs(R_numeric / R_inf - 1) < 2e-5

# ---- Photon recoil: absorb nu1, emit nu2 backwards, same internal state ----
mp.mp.dps = 50
wavelength = 800e-9
mass_number = {'Rb': 87, 'Cs': 133}
q, shift_Hz, v_rec, alpha_val = {}, {}, {}, {}
for atom, A in mass_number.items():
    M = A * m_u
    rest = mp.mpf(M) * mp.mpf(c) * mp.mpf(wavelength) / mp.mpf(h)
    ratio = mp.findroot(lambda x: (1 - x) + rest
                        - mp.sqrt(rest**2 + (1 + x)**2),
                        (mp.mpf('0.9'), mp.mpf('0.99')))
    lam2 = mp.mpf(wavelength) / ratio
    q_kinematic = mp.mpf(c) * (lam2 - mp.mpf(wavelength)) / 2
    assert abs(q_kinematic / (mp.mpf(h) / mp.mpf(M)) - 1) < 1e-14
    q[atom] = float(q_kinematic)
    shift_Hz[atom] = float((1 - ratio) * mp.mpf(c) / mp.mpf(wavelength))
    v_rec[atom] = q[atom] / wavelength
    alpha_val[atom] = alpha_from_recoil(R_inf, A, A_e, q[atom])
    assert abs(alpha_val[atom] / alpha_ref - 1) < 5e-10

# ---- Uncertainty propagation, with inputs shared by both atoms ----
u_A = {'Rb': 1e-10, 'Cs': 1e-10}
u_q = {'Rb': 1e-10, 'Cs': 4e-10}


def covariance(uR, uE, uA, uQ):
    shared = (uR**2 + uE**2) / 4
    own = [(uA[a]**2 + uQ[a]**2) / 4 for a in ('Rb', 'Cs')]
    return shared * np.ones((2, 2)) + np.diag(own)


def sampled_deviations(uR, uE, uA, uQ, n, rng):
    R_s = R_inf * (1 + uR * rng.standard_normal(n))
    E_s = A_e * (1 + uE * rng.standard_normal(n))
    out = []
    for a in ('Rb', 'Cs'):
        A_s = mass_number[a] * (1 + uA[a] * rng.standard_normal(n))
        q_s = q[a] * (1 + uQ[a] * rng.standard_normal(n))
        out.append(alpha_from_recoil(R_s, A_s, E_s, q_s) / alpha_val[a] - 1)
    return np.array(out)


rng = np.random.default_rng(12345)
n_draw = 1000000
equal = {'Rb': 1e-10, 'Cs': 1e-10}
# The second case has large shared inputs, so that the covariance is visible.
for case in ((u_R, u_Ae, u_A, u_q), (1e-10, 1e-10, equal, equal)):
    C_formula = covariance(*case)
    dev = sampled_deviations(*case, n_draw, rng)
    C_sample = np.cov(dev)
    s_formula = np.sqrt(np.diag(C_formula))
    # Statistical scatter of each normalized entry is about 1e-3.
    assert np.all(abs(C_sample - C_formula)
                  / np.outer(s_formula, s_formula) < 0.007)
    wt = np.linalg.solve(C_formula, np.ones(2))
    wt /= wt.sum()
    assert abs(np.std(wt @ dev) / np.sqrt(wt @ C_formula @ wt) - 1) < 0.005
    diff_formula = np.sqrt(sum(case[2][a]**2 + case[3][a]**2
                               for a in ('Rb', 'Cs'))) / 2
    assert abs(np.std(dev[0] - dev[1]) / diff_formula - 1) < 0.005

C = covariance(u_R, u_Ae, u_A, u_q)
u_alpha = np.sqrt(np.diag(C))
rho = C[0, 1] / (u_alpha[0] * u_alpha[1])
weights = np.linalg.solve(C, np.ones(2))
weights /= weights.sum()
u_mean = np.sqrt(weights @ C @ weights)
u_diff = np.sqrt(C[0, 0] + C[1, 1] - 2 * C[0, 1])

# ---- Dirac 1s state of C5+: eigenvalue and g factor from the full spinor ----
# Lengths in hbar/(m_e c), energies in m_e c^2.
Za = 6 * alpha_ref
gam = np.sqrt(1 - Za**2)
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
zero2 = np.zeros((2, 2))
alp = np.array([np.block([[zero2, s], [s, zero2]]) for s in sig])
beta = np.diag([1, 1, -1, -1])


def spinor(pos):
    rad = np.linalg.norm(pos)
    up = np.array([1, 0], dtype=complex)
    low = 1j * (1 - gam) / Za * np.einsum('k,kij,j->i', pos / rad, sig, up)
    return rad**(gam - 1) * np.exp(-Za * rad) * np.concatenate([up, low])


point, step = np.array([9.0, -12.0, 14.0]), 1e-2
H_psi = (beta - Za / np.linalg.norm(point) * np.eye(4)) @ spinor(point)
for k in range(3):
    d = step * np.eye(3)[k]
    H_psi = H_psi - 1j * alp[k] @ (spinor(point + d)
                                   - spinor(point - d)) / (2 * step)
assert np.max(abs(H_psi - gam * spinor(point))) < 1e-7

num = den = 0.0
for ct, w_ct in zip(*np.polynomial.legendre.leggauss(6)):
    for phi in 2 * np.pi * np.arange(8) / 8:
        st = np.sqrt(1 - ct**2)
        n_vec = np.array([st * np.cos(phi), st * np.sin(phi), ct])
        psi = spinor(n_vec)
        moment = n_vec[0] * alp[1] - n_vec[1] * alp[0]
        num += w_ct * (psi.conj() @ moment @ psi).real
        den += w_ct * (psi.conj() @ psi).real
rad_1 = quad(lambda x: x**(2 * gam + 1) * np.exp(-2 * Za * x), 0, 1000,
             limit=200, epsabs=0, epsrel=1e-11)[0]
rad_0 = quad(lambda x: x**(2 * gam) * np.exp(-2 * Za * x), 0, 1000,
             limit=200, epsabs=0, epsrel=1e-11)[0]
g_numeric = 2 * num / den * rad_1 / rad_0


def g_bound(a):
    return 2 / 3 * (1 + 2 * np.sqrt(1 - (6 * a)**2))


g_ion = g_bound(alpha_ref)
assert abs(g_numeric - g_ion) < 1e-8
rel_step = 1e-3
g_sens = (np.log(g_bound(alpha_ref * (1 + rel_step)))
          - np.log(g_bound(alpha_ref * (1 - rel_step)))) / (2 * rel_step)
assert abs(g_sens / (-2 * Za**2 / (gam * (1 + 2 * gam))) - 1) < 1e-4


# ---- Electronic binding energies ----
def converged_uhf(mol, relativistic=False):
    mf = scf.UHF(mol)
    if relativistic:
        mf = mf.x2c()
    mf.conv_tol = 1e-10
    mf.max_cycle = 150
    mf.kernel()
    assert mf.converged
    return mf


def uhf_and_ccsdt(mol):
    mf = converged_uhf(mol)
    corr = cc.UCCSD(mf)
    corr.max_cycle = 100
    corr.kernel()
    assert corr.converged
    return mf.e_tot, corr.e_tot + corr.ccsd_t()


def carbon(basis):
    return gto.M(atom='C 0 0 0', basis=basis, spin=2, verbose=0)


hf_D, cc_D = uhf_and_ccsdt(carbon('cc-pcvdz'))
hf_T, cc_T = uhf_and_ccsdt(carbon('cc-pcvtz'))
corr_D, corr_T = cc_D - hf_D, cc_T - hf_T
corr_limit = (27 * corr_T - 8 * corr_D) / 19
E_ion_nonrel = -6**2 / 2
E5_hf = (E_ion_nonrel - hf_T) * hartree_eV
E5_T = (E_ion_nonrel - cc_T) * hartree_eV
E5_nonrel = (E_ion_nonrel - hf_T - corr_limit) * hartree_eV

# Scalar relativistic change of E5; the ion has one electron, so its energy
# is the lowest eigenvalue of the one-electron Hamiltonian.
mol_unc = carbon('unc-ccpvtz')
atom_E, ion_E = [], []
for flag in (False, True):
    mf = converged_uhf(mol_unc, flag)
    atom_E.append(mf.e_tot)
    ion_E.append(eigh(mf.get_hcore(), mf.get_ovlp(), eigvals_only=True)[0])
ion_rel = ion_E[1] - ion_E[0]
dirac_rel = (gam - 1) / alpha_ref**2 - E_ion_nonrel
assert abs(ion_rel / dirac_rel - 1) < 0.1
E5_rel = (ion_rel - (atom_E[1] - atom_E[0])) * hartree_eV
E5 = E5_nonrel + E5_rel

E1, E1_hf = {}, {}
for atom in mass_number:
    energies = [uhf_and_ccsdt(gto.M(atom=atom + ' 0 0 0', basis='def2-tzvp',
                                    ecp='def2-tzvp', charge=ch, spin=1 - ch,
                                    verbose=0)) for ch in (0, 1)]
    E1_hf[atom] = (energies[1][0] - energies[0][0]) * hartree_eV
    E1[atom] = (energies[1][1] - energies[0][1]) * hartree_eV
    assert E1[atom] > 0
    assert abs(E1[atom] - E1_hf[atom]) / (2 * mass_number[atom] * mu_eV) < 5e-12

# ---- Electron mass from C5+: solve the frequency-ratio condition ----
eps5 = E5 / mu_eV


def frequency_ratio(A_electron, g, eps):
    ion_mass = 12 - 5 * A_electron + eps
    spin_frequency = g / (2 * A_electron)
    cyclotron_frequency = 5 / ion_mass
    return spin_frequency / cyclotron_frequency


s_model = frequency_ratio(A_e, g_ion, eps5)


def solve_A_e(g, eps):
    return brentq(lambda x: frequency_ratio(x, g, eps) / s_model - 1,
                  4e-4, 7e-4, xtol=1e-19, rtol=1e-15)


for g_try, eps_try in ((g_ion, eps5), (g_ion, 0.0), (2.0, eps5)):
    closed = (12 + eps_try) / (5 + 10 * s_model / g_try)
    assert abs(solve_A_e(g_try, eps_try) / closed - 1) < 1e-13
A_e_nobind = solve_A_e(g_ion, 0.0)
A_e_free_g = solve_A_e(2.0, eps5)
dA_nobind = A_e_nobind / A_e - 1
assert abs(dA_nobind + eps5 / (12 + eps5)) < 1e-13


def alpha_change(atom, A_atom, A_electron):
    return alpha_from_recoil(R_inf, A_atom, A_electron,
                             q[atom]) / alpha_val[atom] - 1


da_nobind = alpha_change('Rb', 87, A_e_nobind)
da_free_g = alpha_change('Rb', 87, A_e_free_g)
assert abs(da_nobind / (eps5 / 24) - 1) < 1e-5
da_corr = (E5_nonrel - E5_hf) / (24 * mu_eV)
da_basis = (E5_nonrel - E5_T) / (24 * mu_eV)
da_rel = E5_rel / (24 * mu_eV)
assert da_corr > 1e-10 and abs(da_basis) < 5e-11

# ---- Neutral-atom mass from a singly charged ion ----
da_E1, da_electron = {}, {}
for atom, A in mass_number.items():
    A_ion = A - A_e + E1[atom] / mu_eV
    da_E1[atom] = alpha_change(atom, A_ion + A_e, A_e)
    da_electron[atom] = alpha_change(atom, A_ion, A_e)
    assert abs(da_E1[atom] / (E1[atom] / (2 * A * mu_eV)) - 1) < 1e-3

# ---- Printed numbers ----
print(f"R_inf = {R_inf:.6f} 1/m, rel. uncertainty {u_R:.2e}")
print(f"A_e = {A_e:.12e}, rel. uncertainty {u_Ae:.2e}")
print(f"R_inf from radial diagonalization = {R_numeric:.1f} 1/m")
print(f"Chosen wavelength = {wavelength * 1e9:.0f} nm")
for i, atom in enumerate(mass_number):
    print(f"{atom}: model relative mass = {mass_number[atom]}")
    print(f"{atom}: h/M = {q[atom]:.10e} m^2/s")
    print(f"{atom}: recoil velocity = {v_rec[atom] * 1e3:.4f} mm/s")
    print(f"{atom}: backscatter shift nu1-nu2 = {shift_Hz[atom]:.2f} Hz")
    print(f"{atom}: shift uncertainty = {shift_Hz[atom]*u_q[atom]:.2e} Hz")
    print(f"{atom}: alpha = {alpha_val[atom]:.12f}")
    print(f"{atom}: 1/alpha = {1 / alpha_val[atom]:.8f}")
    print(f"{atom}: chosen u_r(A_X) = {u_A[atom]:.1e}")
    print(f"{atom}: chosen u_r(h/M) = {u_q[atom]:.1e}")
    print(f"{atom}: u_r(alpha) = {u_alpha[i]:.3e}")
    print(f"{atom}: E1 UHF = {E1_hf[atom]:.3f} eV")
    print(f"{atom}: E1 UCCSD(T) = {E1[atom]:.3f} eV")
    print(f"{atom}: alpha change, E1 omitted = {da_E1[atom]:+.2e}")
    print(f"{atom}: alpha change, ion mass used = {da_electron[atom]:+.3e}")
print(f"Correlation of the two alpha values = {rho:.4f}")
print(f"Weights Rb, Cs = {weights[0]:.4f}, {weights[1]:.4f}")
print(f"u_r of weighted mean = {u_mean:.3e}")
print(f"u_r of difference = {u_diff:.3e}")
print(f"C: E5 with UHF atom = {E5_hf:.2f} eV")
print(f"C: E5 UCCSD(T)/cc-pCVTZ = {E5_T:.2f} eV")
print(f"C: E5 extrapolated = {E5_nonrel:.2f} eV")
print(f"C: relativistic change of E5 = {E5_rel:+.3f} eV")
print(f"C: E5 final = {E5:.2f} eV")
print(f"C: eps = E5/(m_u c^2) = {eps5:.4e}")
print(f"A_e relative change, E5 omitted = {dA_nobind:+.3e}")
print(f"alpha change, E5 omitted = {da_nobind:+.3e}")
print(f"alpha change, correlation in E5 omitted = {da_corr:+.2e}")
print(f"alpha change, basis extrapolation omitted = {da_basis:+.2e}")
print(f"alpha change, relativity in E5 omitted = {da_rel:+.2e}")
print(f"C5+ Dirac g: formula {g_ion:.9f}, integral {g_numeric:.9f}")
print(f"A_e relative change if g = 2 = {A_e_free_g / A_e - 1:+.3e}")
print(f"alpha change if g = 2 = {da_free_g:+.3e}")
print(f"d ln g / d ln alpha = {g_sens:.3e}")
print("all tests passed")
```

It prints:

```
R_inf = 10973731.568157 1/m, rel. uncertainty 1.09e-12
A_e = 5.485799090441e-04, rel. uncertainty 1.77e-11
R_inf from radial diagonalization = 10973692.4 1/m
Chosen wavelength = 800 nm
Rb: model relative mass = 87
Rb: h/M = 4.5865663318e-09 m^2/s
Rb: recoil velocity = 5.7332 mm/s
Rb: backscatter shift nu1-nu2 = 14333.02 Hz
Rb: shift uncertainty = 1.43e-06 Hz
Rb: alpha = 0.007297352564
Rb: 1/alpha = 137.03599918
Rb: chosen u_r(A_X) = 1.0e-10
Rb: chosen u_r(h/M) = 1.0e-10
Rb: u_r(alpha) = 7.126e-11
Rb: E1 UHF = 3.805 eV
Rb: E1 UCCSD(T) = 4.094 eV
Rb: alpha change, E1 omitted = +2.53e-11
Rb: alpha change, ion mass used = -3.153e-06
Cs: model relative mass = 133
Cs: h/M = 3.0002351193e-09 m^2/s
Cs: recoil velocity = 3.7503 mm/s
Cs: backscatter shift nu1-nu2 = 9375.73 Hz
Cs: shift uncertainty = 3.75e-06 Hz
Cs: alpha = 0.007297352564
Cs: 1/alpha = 137.03599918
Cs: chosen u_r(A_X) = 1.0e-10
Cs: chosen u_r(h/M) = 4.0e-10
Cs: u_r(alpha) = 2.063e-10
Cs: E1 UHF = 3.492 eV
Cs: E1 UCCSD(T) = 3.791 eV
Cs: alpha change, E1 omitted = +1.53e-11
Cs: alpha change, ion mass used = -2.062e-06
Correlation of the two alpha values = 0.0053
Weights Rb, Cs = 0.8947, 0.1053
u_r of weighted mean = 6.747e-11
u_r of difference = 2.179e-10
C: E5 with UHF atom = 535.84 eV
C: E5 UCCSD(T)/cc-pCVTZ = 539.60 eV
C: E5 extrapolated = 539.91 eV
C: relativistic change of E5 = +0.173 eV
C: E5 final = 540.09 eV
C: eps = E5/(m_u c^2) = 5.7981e-07
A_e relative change, E5 omitted = -4.832e-08
alpha change, E5 omitted = +2.416e-08
alpha change, correlation in E5 omitted = +1.82e-10
alpha change, basis extrapolation omitted = +1.39e-11
alpha change, relativity in E5 omitted = +7.72e-12
C5+ Dirac g: formula 1.998721354, integral 1.998721354
A_e relative change if g = 2 = +6.396e-04
alpha change if g = 2 = -3.196e-04
d ln g / d ln alpha = -1.280e-03
all tests passed
```
